# The relativistic Scott correction and its screening in neutral atoms: a numerical check

```python
"""Schwinger's relativistic Scott term (zeta(3) - 5 pi^2/24) Z^4 alpha^2 hartree.
Tests: (1) Pauli first-order shifts from exact hydrogenic integrals; (2) expansion of
the Dirac level formula and symbolic sums; (3) Dirac levels by shooting; (4) explicit
Dirac sums extrapolated in N and gamma; (5) semiclassical finite part = tail 5/(4N);
(6) Thomas-Fermi (TF) screening coefficient C against B-spline diagonalization."""
import numpy as np
import sympy as sp
import mpmath as mp
from scipy.constants import fine_structure as alpha
from scipy.integrate import solve_ivp
from scipy.interpolate import BSpline
from scipy.linalg import eigh
from scipy.optimize import brentq

zeta3 = float(mp.zeta(3))
S0 = zeta3 - 5*np.pi**2/24
Z = 46
gam = Z*alpha

# (1) exact integrals for Z = 1, shifts in units alpha^2; u = P(r) exp(-r/n)
r = sp.symbols('r', positive=True)
half = sp.Rational(1, 2)
def integ(poly, n):
    return sum(c*sp.factorial(m)*sp.Rational(n, 2)**(m + 1)
               for (m,), c in sp.Poly(sp.expand(poly), r).terms())
for n in range(1, 7):
    mv_sum = dar_sum = so_sum = 0
    for l in range(n):
        P = sp.expand(r**(l + 1)*sp.expand_func(sp.assoc_laguerre(n - l - 1, 2*l + 1, 2*r/n)))
        Q = sp.expand(P.diff(r, 2) - 2*P.diff(r)/n + P/n**2 - l*(l + 1)*P/r**2)
        assert sp.expand(-Q/2 - P/r + P/(2*n**2)) == 0      # eigenfunction
        norm = integ(P**2, n)
        mv = -integ(Q**2, n)/norm/8
        dar = P.diff(r).subs(r, 0)**2/norm/8
        for j in ([half] if l == 0 else [l - half, l + half]):
            so = 0 if l == 0 else (integ(P**2/r**3, n)/norm/4
                                   * (j*(j + 1) - l*(l + 1) - sp.Rational(3, 4)))
            assert mv + dar + so == -(1/(j + half) - sp.Rational(3, 4*n))/(2*n**3)
            mv_sum += (2*j + 1)*mv; dar_sum += (2*j + 1)*dar; so_sum += (2*j + 1)*so
    assert (mv_sum, dar_sum, so_sum) == (-sp.Rational(5, 4*n**2), sp.Rational(1, n**3), 0)

# (2) Taylor coefficients of the Dirac formula in x = gamma^2, and the sums
ns, ks, x = sp.symbols('n k x', positive=True)
f = 1/sp.sqrt(1 + x/(ns - ks + sp.sqrt(ks**2 - x))**2)
assert sp.simplify(f.diff(x).subs(x, 0) + 1/(2*ns**2)) == 0
fine = sp.simplify(f.diff(x, 2).subs(x, 0)/2)
assert sp.simplify(fine + (1/ks - 3/(4*ns))/(2*ns**3)) == 0
shell = sp.summation(sp.expand(4*ks*fine), (ks, 1, ns - 1)) + 2*ns*fine.subs(ks, ns)
assert sp.simplify(shell - (1/ns**3 - 5/(4*ns**2))) == 0
assert abs(mp.nsum(lambda m: 1/m**3 - 1.25/m**2, [1, mp.inf]) - S0) < 1e-12

# (3) radial Dirac equation by outward shooting, energies in units Z^2
def dirac_level(n, k, g):
    return np.expm1(-0.5*np.log1p(g*g/(n - k + np.sqrt(k*k - g*g))**2))/g**2
def shoot(eps, kappa, g, R):
    def rhs(t, y):
        rr = np.exp(t); w = g*(eps*rr + 1)
        return [-kappa*y[0] + (2*rr/g + w)*y[1], kappa*y[1] - w*y[0]]
    y0 = [1.0, (np.sqrt(kappa**2 - g*g) + kappa)/g]
    s = solve_ivp(rhs, [np.log(1e-5), np.log(R)], y0, method='DOP853', rtol=1e-10, atol=1e-12)
    return s.y[0, -1]*np.exp(-np.sqrt(-2*eps)*R)
err_dirac = 0.0
for n, kappa in [(1, -1), (2, -1), (2, 1), (2, -2), (3, -3)]:
    e = brentq(shoot, -0.5/(n - 0.3)**2, -0.5/(n + 0.3)**2, args=(kappa, gam, 25.0*n), xtol=1e-11)
    err_dirac = max(err_dirac, abs(e - dirac_level(n, abs(kappa), gam)))
assert err_dirac < 1e-7

# (4) explicit sums of Dirac minus Schroedinger levels, in units Z^2 gamma^2
def dirac_partial(g, nmax=1000):
    out = np.empty(nmax)
    for n in range(1, nmax + 1):
        k = np.arange(1, n + 1.0); deg = 4*k; deg[-1] = 2*n
        out[n - 1] = np.sum(deg*(dirac_level(n, k, g) + 0.5/n**2))
    return np.cumsum(out)/g**2
def extrapolate(p):          # p(N) = s + a/N + b/N^2 at N = 250, 500, 1000
    p1, p2, p3 = p[249], p[499], p[999]
    return (8*p3 - 6*p2 + p1)/3, 2*1000*(p2 - p3) - 500*(p1 - p2)
sA, _ = extrapolate(dirac_partial(0.02)); sB, tail = extrapolate(dirac_partial(0.01))
S0_dirac = (4*sB - sA)/3
assert abs(S0_dirac - S0) < 1e-6
part_pd = dirac_partial(gam); s_pd, _ = extrapolate(part_pd)

# (5) finite part by quadrature (x = s^2); prefactor -8/(14 pi) gives the 1/N coefficient
mp.mp.dps = 40
xg, wg = np.polynomial.legendre.leggauss(16)
fp = float(mp.quad(lambda s: 2*mp.expm1(3.5*mp.log1p(-s*s))/s**2 if s < 1 else -2, [0, 0.5, 1])) - 2
assert abs(fp + 35*np.pi/16) < 1e-9
assert abs(-8*fp/(14*np.pi) - tail) < 1e-4     # O(1/N^2) left in the extrapolation

# (6) TF function: integrate inward in s = sqrt(y), then rescale so that phi(0) = 1
y0, lam, F = 2e4, (np.sqrt(73) - 7)/2, 13.27   # F only sets the scale, which is removed
start = [144/y0**3*(1 - F*y0**-lam), -144/y0**4*(3 - (3 + lam)*F*y0**-lam)]
tf = solve_ivp(lambda s, y: [2*s*y[1], 2*max(y[0], 0.0)**1.5], [np.sqrt(y0), 0.0], start,
               method='DOP853', rtol=1e-12, atol=1e-30, dense_output=True)
kap = tf.y[0, -1]**(-1/3)
phi = lambda xx: kap**3*tf.sol(np.sqrt(kap*xx))[0]
dphi = lambda xx: kap**4*tf.sol(np.sqrt(kap*xx))[1]
B = -kap**4*tf.y[1, -1]
def panels(edges, xq, wq):
    h = 0.5*np.diff(edges)[:, None]; m = 0.5*(edges[1:] + edges[:-1])[:, None]
    return (m + h*xq).ravel(), (h*wq).ravel()
s_, w_ = panels(np.r_[0, np.geomspace(0.1, 100, 60)], xg, wg)
assert abs(np.sum(2*w_*phi(s_**2)**2.5) - 5*B/7) < 1e-8      # virial identity
I_def = np.sum(2*w_*(phi(s_**2)**3.5 - 1)/s_**2) - 2/100
cube = np.sum(2*w_*s_*np.abs(dphi(s_**2))**3)
I_tf = -3.5*B**2 + 3.5*cube
assert abs(I_def - I_tf) < 1e-5
b0 = (9*np.pi**2/128)**(1/3)
C = -2**3.5*I_tf/(14*np.pi*np.sqrt(b0))

def subshells(Zn, screen, R, lmax=200):
    """List per l of mass-velocity + nuclear Darwin shifts of full subshells / (Z^4 alpha^2)."""
    k = 7; T = np.log1p(R*Zn); m = int(np.ceil(T/min(0.1, 1.6/Zn**(1/3))))
    edges = np.expm1(np.linspace(0, T, m + 1))/Zn
    knots = np.r_[[0.0]*k, edges, [edges[-1]]*k]
    spl = BSpline(knots, np.eye(len(knots) - k - 1), k)
    rr, w = panels(edges, *np.polynomial.legendre.leggauss(10))
    Bv, dB = spl(rr)[:, 1:-1], spl(rr, nu=1)[:, 1:-1]
    nrm = 1/np.sqrt(w @ Bv**2); Bv = Bv*nrm; dB = dB*nrm
    V = -Zn*screen(rr)/rr
    mat = lambda A, g: A.T @ (A*(w*g)[:, None])
    S, K, V1, V2, cen = mat(Bv, 1.0), mat(dB, 0.5), mat(Bv, V), mat(Bv, V*V), mat(Bv, 0.5/rr**2)
    out = []
    for l in range(lmax + 1):
        E, c = eigh(K + V1 + l*(l + 1)*cen, S)
        c = c[:, E < 0]; E = E[E < 0]
        if E.size == 0:
            break
        d = -0.5*(E*E - 2*E*np.sum(c*(V1 @ c), 0) + np.sum(c*(V2 @ c), 0))
        if l == 0:
            d = d + Zn*(c[0]*nrm[0]*k/edges[1])**2/8      # Z u'(0)^2 / 8
        out.append(2*(2*l + 1)*d/float(Zn)**4)
    return out
coul = subshells(Z, np.ones_like, 30.0, lmax=3)
for n in range(1, 5):
    assert abs(sum(coul[l][n - l - 1] for l in range(n)) - (1/n**3 - 1.25/n**2)) < 1e-6
def tf_sum(Zn, R):
    sub = subshells(Zn, lambda rr: phi(rr*Zn**(1/3)/b0), R)
    return sum(d.sum() for d in sub), sum(2*(2*l + 1)*d.size for l, d in enumerate(sub))
big = {z3: tf_sum(z3**3, 15.0)[0] for z3 in (10, 20, 40)}
fz = {z3: (v - S0)*z3 for z3, v in big.items()}
C_num = 2*fz[40] - fz[20]
assert abs(C_num - C) < 0.03*C     # left: O(Z^(-2/3)) terms and shell-filling oscillations
S_tf, n_el = tf_sum(Z, 30.0)

unit = Z**4*alpha**2
print(f"zeta(3) = {zeta3:.6f}, zeta(2) = {np.pi**2/6:.6f}, 5 pi^2/24 = {5*np.pi**2/24:.6f}")
print(f"S0 = zeta(3) - 5 pi^2/24 = {S0:.6f}")
print(f"S0 from extrapolated Dirac sums = {S0_dirac:.6f}")
print(f"s/gamma^2 at gamma = 0.02, 0.01: {sA:.6f}, {sB:.6f}")
print(f"1/N tail coefficient from Dirac sums = {tail:.5f} (formula 1.25)")
print(f"finite part by quadrature = {fp:.6f}, -35 pi/16 = {-35*np.pi/16:.6f}")
print(f"max |shooting - Dirac formula| = {err_dirac:.1e} Z^2 hartree")
print(f"TF: B = {B:.6f}, b0 = {b0:.6f} bohr, (3/7)B/b0 = {3*B/(7*b0):.6f}")
print(f"TF: int |phi'|^3 dx = {cube:.6f}, I = {I_tf:.5f}, I direct = {I_def:.5f}")
print(f"screening coefficient C = {C:.4f}, C/|S0| = {C/abs(S0):.4f}")
for z3 in big:
    print(f"Z = {z3**3}: TF-potential sum = {big[z3]:.5f} Z^4 a^2, (sum - S0) Z^(1/3) = {fz[z3]:.4f}")
print(f"C extrapolated from Z^(1/3) = 20, 40: {C_num:.4f}")
print(f"Example Pd: Z = {Z}, 1/alpha = {1/alpha:.6f}, gamma = {gam:.6f}, gamma^2 = {gam**2:.6f}")
print(f"Z^4 alpha^2 = {unit:.3f} hartree, Z^(-1/3) = {Z**(-1/3):.5f}")
run = 0.0
for n in range(1, 6):
    d = 1/n**3 - 1.25/n**2; run += d
    print(f"n = {n}: coef {d:.6f}, shell {d*unit:.3f}, partial {run*unit:.3f}, "
          f"Dirac partial {part_pd[n-1]*unit:.3f} hartree")
print(f"tail beyond n = 5: exact {(S0 - run)*unit:.3f}, -5/(4N) estimate {-0.25*unit:.3f} hartree")
print(f"Darwin part = {zeta3*unit:.3f}, mass-velocity part = {-5*np.pi**2/24*unit:.3f} hartree")
print(f"Schwinger term = {S0*unit:.3f} hartree")
print(f"all-order Dirac sum: s/gamma^2 = {s_pd:.6f}, s = {s_pd*gam**2:.6f}, energy {s_pd*unit:.3f} hartree")
print(f"Scott term Z^2/2 = {Z**2/2:.1f} hartree, Schwinger/Scott = {S0*unit/(Z**2/2):.4f}")
print(f"TF energy = {-3*B/(7*b0)*Z**(7/3):.1f} hartree")
print(f"screening term C Z^(11/3) alpha^2 = {C*Z**(-1/3)*unit:.3f} hartree")
print(f"two-term estimate: coef {S0 + C*Z**(-1/3):.4f}, energy {(S0 + C*Z**(-1/3))*unit:.2f} hartree")
print(f"TF-potential direct sum: coef {S_tf:.4f}, energy {S_tf*unit:.2f} hartree")
print(f"  bound states filled (box 30 bohr) = {n_el}, ratio to Schwinger = {S_tf/S0:.3f}")
print("ALL CHECKS PASSED")
```

Printed output:

```
zeta(3) = 1.202057, zeta(2) = 1.644934, 5 pi^2/24 = 2.056168
S0 = zeta(3) - 5 pi^2/24 = -0.854111
S0 from extrapolated Dirac sums = -0.854111
s/gamma^2 at gamma = 0.02, 0.01: -0.854223, -0.854139
1/N tail coefficient from Dirac sums = 1.24999 (formula 1.25)
finite part by quadrature = -6.872234, -35 pi/16 = -6.872234
max |shooting - Dirac formula| = 5.5e-13 Z^2 hartree
TF: B = 1.588071, b0 = 0.885341 bohr, (3/7)B/b0 = 0.768745
TF: int |phi'|^3 dx = 0.353346, I = -7.59018, I direct = -7.59018
screening coefficient C = 2.0750, C/|S0| = 2.4295
Z = 1000: TF-potential sum = -0.66381 Z^4 a^2, (sum - S0) Z^(1/3) = 1.9030
Z = 8000: TF-potential sum = -0.75475 Z^4 a^2, (sum - S0) Z^(1/3) = 1.9873
Z = 64000: TF-potential sum = -0.80334 Z^4 a^2, (sum - S0) Z^(1/3) = 2.0307
C extrapolated from Z^(1/3) = 20, 40: 2.0741
Example Pd: Z = 46, 1/alpha = 137.035999, gamma = 0.335678, gamma^2 = 0.112680
Z^4 alpha^2 = 238.431 hartree, Z^(-1/3) = 0.27909
n = 1: coef -0.250000, shell -59.608, partial -59.608, Dirac partial -63.223 hartree
n = 2: coef -0.187500, shell -44.706, partial -104.313, Dirac partial -110.412 hartree
n = 3: coef -0.101852, shell -24.285, partial -128.598, Dirac partial -135.608 hartree
n = 4: coef -0.062500, shell -14.902, partial -143.500, Dirac partial -150.923 hartree
n = 5: coef -0.042000, shell -10.014, partial -153.514, Dirac partial -161.155 hartree
tail beyond n = 5: exact -50.132, -5/(4N) estimate -59.608 hartree
Darwin part = 286.607, mass-velocity part = -490.253 hartree
Schwinger term = -203.646 hartree
all-order Dirac sum: s/gamma^2 = -0.888038, s = -0.100064, energy -211.735 hartree
Scott term Z^2/2 = 1058.0 hartree, Schwinger/Scott = -0.1925
TF energy = -5828.4 hartree
screening term C Z^(11/3) alpha^2 = 138.081 hartree
two-term estimate: coef -0.2750, energy -65.57 hartree
TF-potential direct sum: coef -0.4004, energy -95.47 hartree
  bound states filled (box 30 bohr) = 48, ratio to Schwinger = 0.469
ALL CHECKS PASSED
```
